\section*{A Scharfetter-Gummel solver for bulk-limited leakage through a trap-filled insulator}

\section{What scaling fixes, and what it leaves open}

Electrons cross an insulating film of thickness $L$ under a voltage $V$. Atomic units are used in the algebra, so the electron charge is one and the permittivity is $\epsilon=\kappa/4\pi$. Let $\psi$ be the electrostatic potential, $F=\psi'$, and let the anode be at $x=L$. With neither traps nor diffusion, the free density $n$ and the current density $J$ obey
\begin{equation}
\epsilon F'=n,\qquad J=\mu nF .
\end{equation}
Here $J$ is the magnitude of the current, positive for electrons moving towards the anode. Put $x=Ls$, $\psi=V\phi$ and $n=(\epsilon V/L^2)\nu$. Every parameter then collects in one prefactor, $J=(\mu\epsilon V^2/L^3)\,\nu\phi'$. If the cathode supplies electrons freely, so that $F(0)=0$, no other parameter enters and $J=C\mu\epsilon V^2/L^3$ with a pure number $C$. Eliminating $n$ gives $FF'=J/(\mu\epsilon)$, hence $F^2=2Jx/(\mu\epsilon)$, and
\begin{equation}
V=\int_0^L F\,dx=\frac23\sqrt{\frac{2J}{\mu\epsilon}}\,L^{3/2}
\quad\Rightarrow\quad J_{\rm MG}=\frac98\,\frac{\mu\epsilon V^2}{L^3}.
\end{equation}
This is the Mott-Gurney law. Diffusion adds the ratio $V/T$, with $T$ the temperature in energy units, and traps add their density and depth. Each alone can be treated analytically, as shown below, but together they need a numerical solution, which must keep the limit above.

The model has one band, constant mobility $\mu$, Boltzmann statistics and fixed free densities at the contacts. One level of traps, of density $N_t$ and depth $E_t$, is neutral when empty. With electron flux $\Gamma$ and trapped density $n_t$,
\begin{align}
\epsilon F'&=n+n_t, & \Gamma&=\mu(nF-Tn'),\\
\partial_t(n+n_t)+\Gamma'&=0, & \partial_t n_t&=c\,[\,n(N_t-n_t)-n_1n_t\,].
\end{align}
Here $c$ is the capture coefficient and $n_1=N_ce^{-E_t/T}$, with $N_c$ the effective density of band states. This $n_1$ makes capture balance emission in equilibrium, provided that any difference in degeneracy between the empty and the filled trap is absorbed into an effective depth $E_t$. A spin factor of two, for example, halves $n_1$ and amounts to a trap deeper by $T\ln2$. In steady state the bracket vanishes, so $n_t=N_tn/(n+n_1)$ even while current flows, because the traps exchange electrons with a single band.

\section{The naive flux leaks at equilibrium}

Take a cell of width $h$ between nodes $i$ and $i+1$, with $\Delta=(\psi_{i+1}-\psi_i)/T$ and mean density $\bar n=(n_i+n_{i+1})/2$. The central difference is
\begin{equation}
\Gamma_{\rm c}=\frac{\mu T}{h}\left[\bar n\Delta-(n_{i+1}-n_i)\right].
\end{equation}
At equilibrium $n_{i+1}=n_ie^{\Delta}$, so $(n_{i+1}-n_i)/\bar n=2\tanh(\Delta/2)$ and
\begin{equation}
\Gamma_{\rm c}=\frac{\mu T\bar n}{h}\left[\Delta-2\tanh\frac{\Delta}{2}\right]\simeq\frac{\mu T\bar n\,\Delta^3}{12h}.
\end{equation}
The flux should be zero. The error is small relative to the drift term, but an insulator's net current is a tiny difference of large terms near its contacts. There is a second fault: setting $\Gamma_{\rm c}=0$ gives $n_{i+1}(1-\Delta/2)=n_i(1+\Delta/2)$, which makes one density negative when $|\Delta|>2$.

The cure is to interpolate the flux, which varies slowly, instead of the density, which does not. With constant $\Gamma$ and linear $\psi$ in the cell, $n'=n\Delta/h-\Gamma/(\mu T)$. Its solution is a constant $a=\Gamma h/(\mu T\Delta)$ plus a multiple of $e^{\Delta x/h}$. Therefore $n_i-a=(n_{i+1}-a)e^{-\Delta}$, or $a(1-e^{-\Delta})=n_i-n_{i+1}e^{-\Delta}$. Solving for $\Gamma$ gives the Scharfetter-Gummel flux
\begin{equation}
\Gamma_i=\frac{\mu T}{h_i}\left[n_iB(-\Delta_i)-n_{i+1}B(\Delta_i)\right],\qquad B(y)=\frac{y}{e^y-1}.
\label{sg}
\end{equation}
For small $\Delta$ it becomes the central difference, since $B(y)\simeq1-y/2$. For large positive $\Delta$ it becomes $\mu n_iF$, with the density taken from upstream.

Because $B(-\Delta)=e^{\Delta}B(\Delta)$, the variable $\Phi=ne^{-\psi/T}$ turns (\ref{sg}) into
\begin{equation}
\Gamma_i=\frac{\Phi_i-\Phi_{i+1}}{R_i},\qquad R_i=\frac{h_i\,e^{-\psi_{i+1}/T}}{\mu T\,B(\Delta_i)}>0 .
\end{equation}
In steady state all $\Gamma_i$ are equal. Summing over cells gives $\Gamma\sum R_i=\Phi(0)-\Phi(L)$. If the contacts are in equilibrium with each other, the two $\Phi$ are equal and the current vanishes on any mesh, whatever the traps do to $\psi$.

As a test, the film of the example below was given contact densities in the ratio $50$. The built-in voltage is then $-T\ln50=-0.135$ V, and no external bias was applied. The largest current in any cell was $1.2\times10^{-17}$ A/cm$^2$, which is rounding error. The central difference, evaluated on the same densities and potential, gave up to $1.1\times10^{-9}$ A/cm$^2$ in a single cell. This is a local error, not a net leakage. If the central scheme is solved for its own densities, they adjust and most of the error cancels, leaving a net current of about $3\times10^{-14}$ A/cm$^2$ on this fine mesh. That is harmless here, but it is not zero.

\section{Trap kinetics and the Newton step}

A time step $\tau$ of backward Euler starts from old values $n^0$ and $n_t^0$. The trapped gain $g=n_t-n_t^0$ obeys
\begin{equation}
g=c\tau\left[n(N_t-n_t^0-g)-n_1(n_t^0+g)\right],
\end{equation}
and collecting the terms in $g$ gives
\begin{equation}
g=\frac{c\tau\,[\,n(N_t-n_t^0)-n_1n_t^0\,]}{1+c\tau(n+n_1)} .
\end{equation}
The traps thus add no unknowns. It is tempting to compute $n_t$ first and subtract $n_t^0$, but in the example $n_t\approx8\times10^{16}$ cm$^{-3}$ at mid-film while $n\approx7\times10^4$ cm$^{-3}$. With a relative rounding error near $10^{-16}$, the subtraction is uncertain by about 10 cm$^{-3}$, or $10^{-4}$ of $n$. The formula for $g$ avoids this loss of digits as long as $\tau$ is short compared with the trap relaxation time $1/[c(n+n_1)]$. For longer steps its numerator is itself a small difference and the error returns, but it then enters the continuity equation divided by a large $\tau$.

With $v_i=(h_{i-1}+h_i)/2$, the equations at interior node $i$ are
\begin{align}
\epsilon\left[\frac{\psi_{i+1}-\psi_i}{h_i}-\frac{\psi_i-\psi_{i-1}}{h_{i-1}}\right]-v_i(n_i+n_{t,i})&=0,\\
\Gamma_i-\Gamma_{i-1}+\frac{v_i}{\tau}\,(n_i-n_i^0+g_i)&=0 .
\end{align}
A steady solve drops the $1/\tau$ term and uses the steady $n_t$. The unknowns are $\psi_i$ and $w_i=\ln n_i$, which keeps densities positive. The derivatives needed are
\begin{align}
\frac{\partial\Gamma_i}{\partial w_i}&=\frac{\mu T}{h_i}n_iB(-\Delta_i),\qquad
\frac{\partial\Gamma_i}{\partial w_{i+1}}=-\frac{\mu T}{h_i}n_{i+1}B(\Delta_i),\\
\frac{\partial\Gamma_i}{\partial\psi_{i+1}}&=-\frac{\partial\Gamma_i}{\partial\psi_i}=-\frac{\mu}{h_i}\left[n_iB'(-\Delta_i)+n_{i+1}B'(\Delta_i)\right],\\
\frac{\partial n_t}{\partial w}&=\frac{c\tau\,n(N_t-n_t)}{1+c\tau(n+n_1)} .
\end{align}
The last line follows from differentiating $n_t[1+c\tau(n+n_1)]=n_t^0+c\tau nN_t$; its steady form is the limit $\tau\to\infty$.

The procedure is as follows.
\begin{enumerate}
\item Start from $V=0$, no traps and uniform $n=\epsilon T/L^2$. Move $V$, the logarithms of the contact densities and $N_t$ together towards their targets, doubling the increment after success and halving it after failure.
\item At each stage solve the banded linear system for the changes in $\psi$ and $w$. If some $|\delta w|$ exceeds 2, scale the whole step down so that the largest equals 2.
\item Accept when the changes have fallen below $10^{-6}$ in three iterations.
\item For a transient, lengthen $\tau$ by a quarter after each accepted step and halve it after a failure.
\end{enumerate}
The nodes are $x=\frac L2[1+\tanh(3u)/\tanh3]$ with $u$ uniform on $[-1,1]$, which crowds them at the contacts. The film of the example uses 600 cells.

Uniform $\Gamma$ is a property of the steady state. In a transient, differentiate Poisson's equation in time and insert continuity: $\epsilon\,\partial_tF'=\partial_t(n+n_t)=-\Gamma'$, so
\begin{equation}
\left(\Gamma+\epsilon\,\partial_tF\right)'=0 .
\end{equation}
Conduction plus displacement current is what the external circuit carries.

\section{Approach to the trap-free limit}

Without traps, $n=\epsilon F'$ gives $FF'-TF''=J/(\mu\epsilon)$. One integration yields $F^2/2-TF'=J(x+x_0)/(\mu\epsilon)$. Substitute $F=-2Tu'/u$. The terms in $(u'/u)^2$ cancel and the left side becomes $2T^2u''/u$. With $s=(x+x_0)/\ell$ this is Airy's equation,
\begin{equation}
\frac{d^2u}{ds^2}=s\,u,\qquad \ell^3=\frac{2\mu\epsilon T^2}{J} .
\end{equation}
The decaying solution $u={\rm Ai}(s)$ has $F>0$ in the bulk. It gives the density and the voltage,
\begin{equation}
n=\frac{2\epsilon T}{\ell^2}\left[\left(\frac{{\rm Ai}'}{{\rm Ai}}\right)^2-s\right],\qquad
V=-2T\ln\frac{{\rm Ai}(s_L)}{{\rm Ai}(s_0)} .
\end{equation}
A rich cathode lies close to the first zero of Ai, where $n$ diverges, so $s_0$ is negative. For large $s_L=L/\ell-|s_0|$, $\ln{\rm Ai}\simeq-\frac23s_L^{3/2}$ and $V\simeq\frac43Ts_L^{3/2}$. Then
\begin{equation}
J=\frac{2\mu\epsilon T^2}{L^3}(s_L+|s_0|)^3\simeq J_{\rm MG}\left[1+3|s_0|\left(\frac{16}{9}\right)^{1/3}\left(\frac TV\right)^{2/3}\right].
\end{equation}
As the cathode is made richer, $s_0$ approaches the zero at $-2.338$ and the coefficient approaches 8.50, provided that $V/T$ is taken to infinity first. At fixed $V/T$ the neglected term $2T\ln{\rm Ai}(s_0)$ in the voltage would grow without bound. The power $2/3$ makes the approach slow.

The solver was tested by giving it the voltage and both contact densities of this solution, with $s_0$ placed 0.1 above the zero, and asking for the current. With 1600 cells and $V/T=308$, 2642 and 21475, $J/J_{\rm MG}$ was 1.196, 1.044 and 1.012. The relative errors against the Airy current were $7\times10^{-5}$, $4\times10^{-4}$ and $1\times10^{-3}$. The middle case implies a coefficient of 8.38, of which about 0.09 is the solver's own error, against 8.13 from the leading term for this $s_0$. At $L/\ell=20$, doubling the cells from 400 to 800 cut the error from $4.8\times10^{-4}$ to $1.2\times10^{-4}$, as expected of a second-order scheme.

The opposite limit is $V\ll T$ with equal contacts. In the continuum the sum over $R_i$ becomes $J=\mu T[\Phi(0)-\Phi(L)]/\int e^{-\psi/T}dx$, which reduces to $J=\mu V/\int dx/n$ with $n$ the equilibrium density. That density obeys $\epsilon T(\ln n)''=n$, solved by $n=2\epsilon Tk^2/\cos^2[k(x-L/2)]$, with $k$ set by the contact density. Hence
\begin{equation}
J=\frac{2\mu\epsilon Tk^2V}{L/2+\sin(kL)/(2k)}\;\longrightarrow\;4\pi^2\,\frac{\mu\epsilon TV}{L^3}\qquad(kL\to\pi).
\end{equation}
For a contact density of $10^4\,\epsilon T/L^2$ and $V=0.01\,T$, the solver gave $JL^3/(\mu\epsilon TV)=36.311$ and the formula 36.310; the rich-contact limit is 39.478. This ohmic line meets the Mott-Gurney parabola at $V=(32\pi^2/9)T\approx35\,T$, which is 1.2 V at 400 K.

\section{A low-k film}

For orientation, first drop diffusion and the free charge. With $n=J/(\mu F)$ the trapped density is $n_t=N_tJ/(J+\mu n_1F)$, so $dx=(\epsilon/N_t)(1+bF)\,dF$ with $b=\mu n_1/J$. Let $Q=N_tL/\epsilon$ and let $F_L$ be the anode field. Integrating $dx$ and $F\,dx$ from $F=0$ gives
\begin{equation}
Q=F_L+\frac{bF_L^2}{2},\qquad \frac{N_tV}{\epsilon}=\frac{F_L^2}{2}+\frac{bF_L^3}{3}.
\end{equation}
Use the first to replace $bF_L^2$ by $2(Q-F_L)$ in the second. The result is $F_L^2-4QF_L+6N_tV/\epsilon=0$, and
\begin{equation}
F_L=2Q\left[1-\sqrt{1-\frac{3V}{4V_{\rm tf}}}\right],\qquad J_{\rm d}=\frac{\mu n_1F_L^2}{2(Q-F_L)},\qquad V_{\rm tf}=\frac{N_tL^2}{2\epsilon}.
\label{drift}
\end{equation}
At low voltage $F_L\simeq3V/2L$ and $J_{\rm d}\simeq(n_1/N_t)J_{\rm MG}$. At $V_{\rm tf}$ all traps are full, $F_L=Q$, and the neglect of free charge fails.

The example has $L=100$ nm, $\kappa=2.8$, $T=0.0345$ eV (400 K), $\mu=1$ cm$^2$/Vs, band mass 0.5, $E_t=1.1$ eV, $N_t=3\times10^{17}$ cm$^{-3}$ and contacts 0.8 eV below the band. Then $n_1=1.37\times10^{19}\,e^{-31.9}=1.9\times10^5$ cm$^{-3}$, $n_1/N_t=6.3\times10^{-13}$ and $V_{\rm tf}=9.7$ V. At 2 V the trap-free law gives 1116 A/cm$^2$. Multiplying by $n_1/N_t$ gives $7.0\times10^{-10}$, and (\ref{drift}), which includes trap filling, gives $9.1\times10^{-10}$ A/cm$^2$. The full solution is
\begin{equation}
J(2\ {\rm V})=2.8\times10^{-9}\ {\rm A/cm^2},
\end{equation}
uniform over the cell faces to $4\times10^{-8}$ of its value. A collocation solution of the same differential equations agrees to 0.03\%.

The factor 3.1 over (\ref{drift}) comes from diffusion. When the diffusion term was cut tenfold, with the voltage, the trap density and the trap filling at the contacts held fixed, the excess fell from 208\% to 30\%. Diffusion fills the traps near the cathode and moves the potential minimum to 17.8 nm, 0.257 V below the contact potential. Applying (\ref{drift}) to the remaining 82.2 nm and 2.257 V lowers $V_{\rm tf}$ to $9.69\times0.822^2=6.55$ V and raises $F_L/Q$ from 0.161 to 0.278. Since $J_{\rm d}\propto Q(F_L/Q)^2/(1-F_L/Q)$, the current rises by a factor 2.8, most of what is seen. The estimate is rough, since (\ref{drift}) takes the traps as full where $F=0$, while at the minimum only 65\% are.

At 0.1, 0.5, 1, 2 and 5 V the current is 0.042, 0.29, 0.81, 2.8 and 31 nA/cm$^2$. The mean logarithmic slope is 1.2 over the first interval, 1.8 between 1 and 2 V, and 2.6 over the last. A slope of 2 is passed through on the way up, so it would not identify a Mott-Gurney regime here.

With $c=10^{-8}$ cm$^3$/s a trap empties in $1/(cn_1)\approx530$ s. After a sudden step from 0 to 2 V the total current is $1.3\times10^{-6}$ A/cm$^2$ at 1 ms, $1.4\times10^{-7}$ at 1 s and $2.9\times10^{-9}$ at 112 s. The last two carry a time-step error: much shorter steps lower them to $1.3\times10^{-7}$ and $2.8\times10^{-9}$. The approach to the steady state is not monotonic: the current passes below its steady value shortly before 112 s, lies about 5\% under it at 200 s, and then recovers from below. At 1 s the conduction current varies by 9\% of the total across the film, while the total is uniform to $10^{-9}$. A reading taken at 1 s would exceed the steady leakage more than fortyfold.

These are round parameters in the rough regime of an organosilicate interlayer dielectric; the mobility, trap depth and contact barrier of a real film are poorly known, and the current depends exponentially on the depth. With a band mass of 0.5, the chosen mobility implies a mean free path of only 0.05 nm, shorter than a bond, so $\mu$ must be read as an effective mobility and not as that of free band motion. Real contacts may break the assumption of ample supply. Here thermal emission sends $8\times10^{-4}$ A/cm$^2$ into the film, but with so short a mean free path most of these electrons scatter back. Without trapped charge the film would carry only $\mu n_{\rm c}V/L=3.6\times10^{-5}$ A/cm$^2$ at 2 V, with $n_{\rm c}$ the free density at the contact. This is still $1.3\times10^4$ times the leakage. A barrier higher by 0.43 eV would lower this limit to about $1.4\times10^{-10}$ A/cm$^2$ and the leakage to about $1.3\times10^{-10}$ A/cm$^2$. The contact, not space charge, would then set the current. Of the neglected bulk effects estimated here, the charge state of the traps matters most. If empty traps were positive, the Poole-Frenkel lowering $2\sqrt{F/\kappa}$ at the mean field of 0.2 MV/cm would be 0.20 eV. Emission would rise about 360 times for escape along the field, or about 50 times when averaged over directions. A Gaussian spread of 0.1 eV in trap energy acts the other way, cutting the mid-film free density to a third at fixed filling. The smooth space charge is itself an approximation here. The traps are 15 nm apart, which equals the Coulomb length $1/(\kappa T)$ and is close to the distance of the potential minimum from the cathode. Trapped charges placed independently at random, with no screening but that of the two contacts, would make the potential at the minimum fluctuate by about 0.09 eV, or $2.7\,T$; the effect of this on the current is not estimated. Phonon-assisted tunnelling through a triangular barrier raises emission by the factor $1+\int_0^{E_t/T}\exp[u-4\sqrt{2m}\,(uT)^{3/2}/(3F)]\,du$, with $m$ the band mass. The largest value of the integrand is $\exp[F^2/(24mT^3)]$, only 1.6 at the anode, but many escape energies contribute. The whole factor is 2.2 at the mean field and 6.6 at the anode, where the field peaks at 0.55 MV/cm. That is a tenth of a rough breakdown field of 5 MV/cm. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Airy test, flux error, 400 cells: 4.78e-04
Airy test, flux error, 800 cells: 1.20e-04
trap-free V/T=308: J/J_MottGurney=1.1962, error vs Airy 7.4e-05
trap-free V/T=2642: J/J_MottGurney=1.0438, error vs Airy 4.4e-04
trap-free V/T=21475: J/J_MottGurney=1.0115, error vs Airy 9.8e-04
coefficient of (T/V)^(2/3): solver 8.38, theory 8.13
same coefficient, unlimited cathode density: 8.50
scaled low-bias conductance: solver 36.311, theory 36.310, rich contact 39.478
drift-only trap test, voltage ratio: 1.00088
film 100 nm, kappa 2.8, 400 K, T = 0.03447 eV
mobility 1.0 cm2/Vs, mass 0.5 m_e, trap depth 1.1 eV
trap density 3.0e+17 cm^-3, contact barrier 0.8 eV
capture coefficient 1e-08 cm3/s
band density Nc 1.366e+19 cm^-3
half-filling density n1 1.888e+05 cm^-3
contact free density 1.137e+09 cm^-3
n1/Nt 6.294e-13
density unit 5.334e+14 cm^-3, time unit 2.901e-09 s
current unit 0.2946 A/cm2
trap-filled voltage 9.69 V
built-in voltage of unequal contacts -0.1348 V
equilibrium |J|, Scharfetter-Gummel 1.2e-17 A/cm2
equilibrium |J|, central difference 1.1e-09 A/cm2
0.1 V: J 4.233e-11 A/cm2, J/drift-only 23.836
0.5 V: J 2.865e-10 A/cm2, J/drift-only 6.151
1.0 V: J 8.098e-10 A/cm2, J/drift-only 4.083
2.0 V: J 2.803e-09 A/cm2, J/drift-only 3.084
5.0 V: J 3.081e-08 A/cm2, J/drift-only 3.159
2 V: current spread over cell faces 4.2e-08
2 V: trap-free Mott-Gurney 1.116e+03 A/cm2
2 V: Mott-Gurney times n1/Nt 7.022e-10 A/cm2
2 V: drift-only with trap filling 9.090e-10 A/cm2
2 V: J ratio to quasi-Fermi integral 1.00026
2 V: J ratio to collocation solver 1.00027
excess over drift-only: 2.084; diffusion cut tenfold: 0.301
2 V: potential minimum at 17.8 nm, depth 0.257 eV
2 V: mid-film trap filling 0.2684, free density 6.929e+04 cm^-3
2 V: mean field 0.200, anode field 0.545 MV/cm
trap emission time 529.6 s
t=1.03e-03 s: J 1.27e-06 A/cm2, spread: total 9e-10, conduction 1.0e-01
t=1.04e+00 s: J 1.36e-07 A/cm2, spread: total 7e-10, conduction 9.4e-02
t=1.12e+02 s: J 2.88e-09 A/cm2, spread: total 3e-08, conduction 2.5e-02
late transient J / steady J 1.0000000
contact supply 8.00e-04 A/cm2, supply/J 2.9e+05
Poole-Frenkel if charged traps: 0.203 eV, factor 359
phonon-assisted tunnelling factor at anode 1.584
trap spacing 14.9 nm; exponents: tunnelling 114, thermal 31.9
trap energy spread 0.1 eV: free density factor 0.336
anode field / rough breakdown field of 5 MV/cm: 0.109
\end{verbatim}
